# Perturbative triples on ROHF orbitals: two faults of the closed-shell formula

**Q:** I have a converged CCSD calculation on an ROHF reference for the NH2 radical, and I want the (T) correction. My closed-shell formula can be written in spin orbitals, so the open shell should need nothing new. I take $i,j,k$ occupied and $a,b,c$ virtual, form the denominators

$$D=f_{ii}+f_{jj}+f_{kk}-f_{aa}-f_{bb}-f_{cc}$$

from the diagonal of the Fock matrix, and evaluate the usual sums. What could go wrong?

**A:** Try a question first. Which ROHF orbitals do you use?

**Q:** The canonical ones.

**A:** Canonical with respect to which matrix? There are two Fock matrices, $f^\alpha$ and $f^\beta$. The ROHF determinant fixes the closed, open and virtual spaces, but not the orbitals inside the closed space or inside the virtual space. You may diagonalize $f^\alpha$ there, or $f^\beta$, or their mean. I did all three for NH2 in the 6-31G basis, with N–H 1.03 Å, an angle of 103° and all electrons correlated. I also took the mean set and mixed two of its closed orbitals by 45°.

| Orbitals | CCSD correlation / Eh | Your (T) / mEh |
|---|---|---|
| mean Fock | −0.104178 | −0.93737 |
| α Fock | −0.104178 | −0.93906 |
| β Fock | −0.104178 | −0.93545 |
| 45° mixed | −0.104178 | −0.91886 |

The determinant is the same in every row, and the CCSD energies agree to better than $10^{-11}$ Eh. Your correction changes from row to row.

**Q:** Why does CCSD not care, if (T) does?

**A:** The CCSD equations contain all of $f$, and the amplitudes cover all single and double excitations. Rotating occupied orbitals among themselves, or virtual ones among themselves, merely re-expresses the same operators. Your (T) keeps only the diagonal of $f$, and "diagonal" has no meaning until a basis is chosen.

**Q:** For a closed shell the Fock matrix is diagonal. Which parts survive in ROHF?

**A:** Use the stationarity condition. Take real orbitals, and rotate two spatial orbitals by a small angle $\kappa$: $\phi_p\to\phi_p+\kappa\phi_q$ and $\phi_q\to\phi_q-\kappa\phi_p$. With occupations $n^\sigma$ equal to 0 or 1, the density matrix of spin $\sigma$ changes by $\kappa(n_p^\sigma-n_q^\sigma)(|p\rangle\langle q|+|q\rangle\langle p|)$. The Fock matrix is the derivative of the energy with respect to the density matrix, so

$$\delta E=2\kappa\sum_\sigma (n_p^\sigma-n_q^\sigma)f_{pq}^\sigma=0 .$$

Let $c$ be closed, $o$ open (occupied by α only) and $v$ virtual. The three kinds of pair give

$$f^\beta_{co}=0,\qquad f^\alpha_{ov}=0,\qquad f^\alpha_{cv}+f^\beta_{cv}=0 .$$

The last condition constrains only a sum, because both spins share one spatial orbital. With one open orbital the two Fock matrices differ by its exchange: $f^\alpha_{pq}-f^\beta_{pq}=-(po|oq)$. Combining this with the sum rule,

$$f^\alpha_{cv}=-\tfrac12(co|ov),\qquad f^\beta_{cv}=+\tfrac12(co|ov).$$

So the occupied–virtual block is generally nonzero for each spin. The same exchange makes the closed blocks of $f^\alpha$ and $f^\beta$ different. If they do not commute, no common set of spatial orbitals diagonalizes both. In NH2 their commutator has norm 0.568 Eh², so they do not.

There are thus two kinds of leftover: off-diagonal elements $f_{ij}$ and $f_{ab}$, and the elements $f_{ia}$. They do different damage.

**Q:** Then show me where each enters. I would like to see the formula derived without assuming a diagonal $f$.

**A:** Write the Hamiltonian in normal order with respect to the ROHF determinant $|0\rangle$, and split it as

$$H=E_{\rm ref}+H_0+V .$$

$H_0$ holds the blocks $f_{ij}$ and $f_{ab}$, off-diagonal elements included. $V$ holds $f_{ia}$ and the two-electron part with integrals $\langle pq||rs\rangle$. Count orders in $V$. This split survives any rotation within the occupied or within the virtual spin orbitals. Also $H_0|0\rangle=0$, and $H_0$ does not change the number of excitations.

The first-order amplitudes obey $H_0T^{(1)}|0\rangle+V|0\rangle=0$, projected on singles and doubles. If the $H_0$ blocks are diagonal, the singles part reads $(f_{aa}-f_{ii})t_i^a+f_{ia}=0$, or

$$t_i^a=\frac{f_{ia}}{f_{ii}-f_{aa}} .$$

Singles are therefore first order here, just like doubles.

Connected triples appear at second order, from $V$ acting on $T_2$. Let a letter also denote its annihilation operator, and write

$$T_2=\tfrac14\sum t_{jk}^{ae}\,a^\dagger e^\dagger kj,\qquad T_3=\tfrac1{36}\sum t_{ijk}^{abc}\,a^\dagger b^\dagger c^\dagger kji .$$

Two parts of $V$ raise the excitation level by one while sharing an index with $T_2$. The first is $\frac12\sum\langle bc||ei\rangle b^\dagger c^\dagger ie$. Its $e$ can be contracted with either creation operator of $T_2$, giving a factor 2. Passing $e$ over $a^\dagger$ gives one minus sign, and exchanging $i$ with $a^\dagger$ gives another. The remaining reorderings are even, so the result is

$$+\tfrac14\sum\langle bc||ei\rangle t_{jk}^{ae}\,a^\dagger b^\dagger c^\dagger kji .$$

The second part is $\frac12\sum\langle ma||jk\rangle m^\dagger a^\dagger kj$, acting on $\frac14\sum t_{im}^{bc}b^\dagger c^\dagger mi$. Again there are two equal contractions. Bringing $m$ next to $m^\dagger$ passes five operators, so the sign is negative:

$$-\tfrac14\sum\langle ma||jk\rangle t_{im}^{bc}\,a^\dagger b^\dagger c^\dagger kji .$$

Now define $P(i/jk)X_{ijk}=X_{ijk}-X_{jik}-X_{kji}$, and $P(a/bc)$ likewise. The operator string is antisymmetric, so the nine terms made by the two $P$'s contribute equally to the sum. Replacing $X$ by $PPX$ costs a factor $\frac19$, and $\frac14\cdot\frac19=\frac1{36}$ matches the prefactor of $T_3$. The source of the triples is

$$W_{ijk}^{abc}=P(i/jk)P(a/bc)\Big[\sum_e t_{jk}^{ae}\langle ei||bc\rangle-\sum_m t_{im}^{bc}\langle ma||jk\rangle\Big].$$

**Q:** Neither $T_1$ nor $f_{ia}$ appears in $W$.

**A:** Not at this order. A connected product of $V$ with one $T_1$ reaches at most doubles. The exciting part of $f_{ia}$ commutes with $T_2$, and its de-exciting part lowers $T_2$ to singles. Balancing $W$ against $H_0$ acting on $T_3$ gives

$$P(a/bc)\sum_d f_{ad}t_{ijk}^{dbc}-P(i/jk)\sum_l f_{il}t_{ljk}^{abc}+W_{ijk}^{abc}=0 .$$

The terms $d=a$ and $l=i$, with their partners from the permutations, add up to $-D\,t_{ijk}^{abc}$. Moving them to the other side,

$$D\,t_{ijk}^{abc}=W_{ijk}^{abc}+P(a/bc)\sum_{d\ne a}f_{ad}t_{ijk}^{dbc}-P(i/jk)\sum_{l\ne i}f_{il}t_{ljk}^{abc}.$$

Your formula sets $t_{ijk}^{abc}=W_{ijk}^{abc}/D$. That solves this equation if the occupied and virtual blocks are diagonal. Otherwise it drops coupling terms that belong to $H_0$.

**Q:** Can I see the loss of invariance without six indices?

**A:** Take two triple excitations that differ in one occupied orbital, with excitation energies $m_1,m_2>0$ and sources $w_1,w_2$. Where $H_0$ is diagonal, their contribution is

$$E=-\frac{w_1^2}{m_1}-\frac{w_2^2}{m_2}.$$

Rotate the two orbitals by 45°. The sources become $w_1'=(w_1+w_2)/\sqrt2$ and $w_2'=(w_2-w_1)/\sqrt2$. Both diagonal elements of $H_0$ become $\bar m=(m_1+m_2)/2$, and an off-diagonal element $\delta=(m_2-m_1)/2$ appears. Keeping only the diagonal gives

$$E_{\rm diag}=-\frac{w_1'^2+w_2'^2}{\bar m}=-\frac{w_1^2+w_2^2}{\bar m},$$

which generally differs from $E$. Now keep $\delta$. The determinant of the $2\times2$ matrix is $\bar m^2-\delta^2=m_1m_2$, and $2w_1'w_2'=w_2^2-w_1^2$. The inverse matrix then gives

$$-\frac{\bar m(w_1^2+w_2^2)-\delta(w_2^2-w_1^2)}{m_1m_2}
=-\frac{m_2w_1^2+m_1w_2^2}{m_1m_2}=E,$$

since $\bar m+\delta=m_2$ and $\bar m-\delta=m_1$. The full block restores the energy. For $m_1=m_2$ nothing is lost, because $\delta=0$.

Nothing here refers to an open shell. Diagonal denominators would fail equally for a closed shell in localized orbitals. The closed-shell formula is safe in canonical orbitals because there one set of orbitals diagonalizes the whole Fock matrix.

**Q:** So I need orbitals that diagonalize the blocks. But you showed that no common set does it for both spins.

**A:** Then use different sets. Diagonalize the occupied block of $f^\alpha$ over closed plus open orbitals, and its virtual block. Do the same for $f^\beta$, where the occupied space is the closed one and the open orbital counts as virtual. These are the semicanonical orbitals. The α and β spatial orbitals now differ, but each occupied space is unchanged, so the determinant is still the ROHF determinant, with the same energy and the same spin. Transform the integrals and the amplitudes to this basis, and $t_{ijk}^{abc}=W_{ijk}^{abc}/D$ is correct at this order.

**Q:** And then my energy expression applies?

**A:** Not yet. Let us derive the energy too. CCSD leaves out $T_3$. If $T_3$ is present, $V$ couples it back into the singles and doubles equations and shifts those amplitudes by $\delta T$, where

$$H_0\,\delta T|0\rangle+V T_3|0\rangle=0\quad\text{on singles and doubles}.$$

$T_3$ is second order, so $\delta T$ is third order. The energy changes by $\langle0|V\,\delta T|0\rangle$, which is fourth order. The energy also contains a term quadratic in $T_1$, but its change is of order $1+1+3=5$. Connected quadruples need $V$ acting on $T_3$ or on a product of two $T_2$, so they start at third order. They alter the doubles at fourth order and the energy at fifth. They can wait.

Solve for $\delta T$ and insert it:

$$\delta E=-\langle0|V H_0^{-1}V T_3|0\rangle ,$$

with $H_0^{-1}$ taken in the space of singles and doubles. The first-order equation says that $-H_0^{-1}V|0\rangle$ in this space is $(T_1+T_2)|0\rangle$. Hence

$$\delta E=\langle0|(T_1+T_2)^\dagger V\,T_3|0\rangle .$$

This is the overlap of $T_3|0\rangle$ with the triply excited part of $V(T_1+T_2)|0\rangle$. That part has three pieces.

- The connected piece is $\frac1{36}\sum W_{ijk}^{abc}\,a^\dagger b^\dagger c^\dagger kji|0\rangle$.
- The double excitation in $V$, times $T_1$, gives $\frac14\sum t_i^a\langle jk||bc\rangle\,a^\dagger b^\dagger c^\dagger kji|0\rangle$.
- The single excitation in $V$, times $T_2$, gives $\frac14\sum f_{ia}t_{jk}^{bc}\,a^\dagger b^\dagger c^\dagger kji|0\rangle$.

In the last two, $a^\dagger i$ stands beside $b^\dagger c^\dagger kj$, and the reordering is even. The overlap of $a^\dagger b^\dagger c^\dagger kji|0\rangle$ with $T_3|0\rangle$ is $t_{ijk}^{abc}$. Therefore

$$E_{(T)}=\underbrace{\tfrac1{36}\sum t_{ijk}^{abc}W_{ijk}^{abc}}_{T}
+\underbrace{\tfrac14\sum t_{ijk}^{abc}t_i^a\langle jk||bc\rangle}_{S}
+\underbrace{\tfrac14\sum t_{ijk}^{abc}f_{ia}t_{jk}^{bc}}_{F}.$$

In practice the converged CCSD amplitudes replace the first-order ones. The two sets differ only from second order on, so the energy expression changes only from fifth order on. The fourth order stays intact, and selected higher-order contributions are added.

**Q:** My formula has $T$ and $S$. The term $F$ is new.

**A:** Yes, and in the closed-shell case you were right to omit it. With $f_{ia}=0$, $F$ vanishes. The singles then start at second order, so $S$ is fifth order. A converged UHF reference also has $f_{ia}=0$ for each spin, and its canonical orbitals diagonalize both Fock matrices, so $T+S$ suffices there too. In ROHF, $S$ and $F$ are both fourth order, the same as $T$. Keeping one and dropping the other leaves the fourth order incomplete.

There is another limit. Since $f_{cv}$ is half an exchange integral with the open orbital, $F$ fades as that orbital ceases to overlap the others.

**Q:** Does adding $F$ make the result invariant? Then I could skip the semicanonical step.

**A:** The numbers answer that. These are $T+S+F$ with diagonal denominators in each set:

| Orbitals | $T+S+F$ / mEh |
|---|---|
| mean Fock | −0.93376 |
| α Fock | −0.93545 |
| β Fock | −0.93184 |
| 45° mixed | −0.91521 |
| semicanonical | −0.93367 |

The dependence on the orbitals remains. Conversely, semicanonical orbitals do not remove $F$. The norm of the occupied–virtual block is 0.04476 Eh in all five sets, because a rotation inside the two spaces cannot change it. One remedy secures invariance, the other completes the fourth order, and you need both.

**Q:** How do I know that the semicanonical value is the invariant one, and not just a fifth choice?

**A:** Solve the triples equation with the full blocks, in orbitals that are not semicanonical. I did so by iteration in the mean-Fock set and in the 45° mixed set. Both gave −0.93367 mEh, after 5 and 9 iterations. The test required each of $T$, $S$ and $F$ to agree with its one-step semicanonical value within $10^{-8}$ Eh.

**Q:** That tests the denominators. It would pass even if $F$ had the wrong factor.

**A:** It would, so $F$ needs a separate test. Scale the perturbation: $H(\lambda)=E_{\rm ref}+H_0+\lambda V$. By the order counting, full CI minus CCSD starts at $\lambda^4$, and its coefficient must be the fourth-order triples energy. In the STO-3G basis NH2 has 735 determinants, so the full CI energy comes from direct diagonalization, which knows nothing of $T$, $S$ or $F$.

Divide the difference by $\lambda^4$ and average over $+\lambda$ and $-\lambda$. Odd powers cancel, leaving $g(\lambda)=E_4+c\lambda^2+\dots$. The results are $g(0.05)=-0.026219$ and $g(0.10)=-0.026364$ mEh. Doubling $\lambda$ multiplies the $\lambda^2$ term by four, so it cancels in

$$E_4\approx\frac{4g(0.05)-g(0.10)}{3}=\frac{-0.104876+0.026364}{3}=-0.026171\ \text{mEh}.$$

With first-order amplitudes, the formula gives $T=-0.026743$, $S=0.000340$ and $F=0.000233$ mEh, and their sum is −0.026171 mEh. Without $F$ it would be −0.026404 mEh, wrong by 0.9% of the fourth-order triples energy. Without $S$ it would be −0.026510 mEh. The test demanded agreement closer than a tenth of the smaller of $S$ and $F$, so a missing term or a wrong factor of two would have failed it.

**Q:** Back in 6-31G, my mean-Fock result was −0.93737 mEh and the correct one is −0.93367 mEh. The error is 0.4%. Is this worth the trouble?

**A:** For this molecule in this basis the error is small: −0.00370 mEh. It splits into two parts. Omitting $F$ contributes $-0.93737+0.93376=-0.00361$ mEh, and the diagonal denominators contribute $-0.93376+0.93367=-0.00009$ mEh.

The β-Fock set looks better still, with an error of −0.00178 mEh. But there the denominators contribute $-0.93184+0.93367=+0.00183$ mEh and the omission of $F$ contributes −0.00361 mEh. The two faults partly cancel. Semicanonical orbitals without $F$ are off by −0.00358 mEh, twice as much, although only one fault is left. A small error is no evidence that the formula was right.

In the 45° mixed set your formula is off by +0.01481 mEh, or 1.6% of the correction. The omission of $F$ contributes $-0.91886+0.91521=-0.00365$ mEh, and the diagonal denominators contribute $-0.91521+0.93367=+0.01846$ mEh. As in the $2\times2$ model, the second part depends on the molecule, through the energy gap and the sources, and also on how far one chooses to rotate, which the molecule does not fix. An energy that depends on such a choice cannot be reproduced by someone who knows only the reference determinant and the basis.

**Q:** Why is the mean-Fock set so good with diagonal denominators?

**A:** Not because the dropped couplings are absent. In the mean set the off-diagonal occupied and virtual blocks have norms 0.04596 and 0.25305 Eh. The virtual block includes $f^\beta_{ov}$, which no rotation inside the closed or the virtual space can remove. Inside the closed space and inside the virtual space, however, the mean Fock matrix is diagonal, so the dropped elements there are $-\tfrac12(po|oq)$ for α and $+\tfrac12(po|oq)$ for β. Equal and opposite couplings allow the α and β errors to cancel in part. The derivation does not fix how complete the cancellation is, so the size of the error, −0.00009 mEh, is a result for this molecule and basis. In the α and β sets the diagonal denominators err by about −0.0018 and +0.0018 mEh.

**Q:** What does the correct treatment cost? I could also iterate the triples equation and leave my orbitals alone.

**A:** With $o$ occupied and $v$ virtual spin orbitals, the sum over $e$ in $W$ costs of order $o^3v^4$ operations, and the sum over $m$ costs $o^4v^3$. The semicanonical step adds small matrix diagonalizations and a transformation of integrals and amplitudes, with lower powers of the system size. The term $F$ adds a product for each triple. The leading cost is that of your present formula, and each batch of triples can be used and discarded.

Iteration is different. The sum over $f_{ad}t_{ijk}^{dbc}$ again costs of order $o^3v^4$, now in every cycle, and the couplings link triples to one another, so they must be stored or regenerated. For NH2, $o=9$ and $v=17$ give $9^3\cdot17^3=3\,581\,577$ numbers, or 28.7 MB without use of antisymmetry. With $o=20$ and $v=200$ it would be $6.4\times10^{10}$ numbers, about 512 GB. The semicanonical route gives the same energy without this.

**Q:** Then my total energy is the sum of the three parts?

**A:** Yes: $-55.52994-0.10418-0.00093=-55.63505$ Eh for ROHF-CCSD(T) in 6-31G. The basis is small, so this illustrates the method and is not a converged energy of NH2.

Two limits of the result remain. The invariance covers rotations within the occupied and within the virtual space of each spin. Mixing the two spaces changes the reference determinant and, in general, the energy. And $T_3$ is treated at leading order. If some excitation energy $-D$ becomes as small as the corresponding $W$, then $W/D$ is no longer a small amplitude, and semicanonical orbitals do not help. The remaining values, including the norms of the Fock blocks in each set, are in the numerical output below.

## Numbers as computed

```
NH2: N-H 1.03 angstrom, angle 103 degrees
6-31G: 13 spatial orbitals, 5 alpha and 4 beta electrons
occupied / virtual spin orbitals: 9 / 17
full triples array: 3581577 numbers, 28.7 MB
ROHF energy: -55.52993919 Eh
commutator norm of closed Fock blocks: 0.5680 Eh^2
Frobenius norms in Eh: off-diagonal oo, off-diagonal vv, ov
  mean Fock      0.04596 0.25305 0.04476
  alpha Fock     0.06309 0.25391 0.04476
  beta Fock      0.06699 0.25385 0.04476
  45 deg mixed   0.64323 0.25305 0.04476
  semicanonical  0.00000 0.00000 0.04476
CCSD correlation energy in Eh; T+S and T+S+F in mEh
  mean Fock      -0.10417793 -0.93737 -0.93376
  alpha Fock     -0.10417793 -0.93906 -0.93545
  beta Fock      -0.10417793 -0.93545 -0.93184
  45 deg mixed   -0.10417793 -0.91886 -0.91521
  semicanonical  -0.10417793 -0.93726 -0.93367
PySCF CCSD correlation energy: -0.10417793 Eh
CCSD spread over the five sets: 5.7e-13 Eh
T+S spread over three Fock conventions: 0.00361 mEh
T+S error against semicanonical T+S+F, mEh
  mean Fock      -0.00370
  alpha Fock     -0.00539
  beta Fock      -0.00178
  45 deg mixed   +0.01481
  semicanonical  -0.00358
semicanonical terms T, S, F in mEh: -0.98153, 0.04427, 0.00358
iterative solution with full Fock blocks, T+S+F in mEh
  mean Fock      -0.93367 after 5 iterations
  45 deg mixed   -0.93367 after 9 iterations
ROHF-CCSD(T) total energy: -55.63505080 Eh
STO-3G full CI: 735 determinants
  (CI-CCSD)/lambda^4, +-0.05 mean: -0.026219 mEh
  (CI-CCSD)/lambda^4, +-0.10 mean: -0.026364 mEh
  extrapolated to lambda = 0: -0.026171 mEh
fourth-order T, S, F in mEh: -0.026743, 0.000340, 0.000233
  T+S+F: -0.026171 mEh
  T+S (F omitted): -0.026404 mEh
  T+F (S omitted): -0.026510 mEh
```
